# Why Surface-Limited Defect Dissolution Has a Reduced Activation Energy

An implant that amorphizes silicon leaves excess interstitial atoms just below the amorphous layer. During annealing they gather into end-of-range defects: rod-like {311} defects and dislocation loops. These dissolve as their atoms migrate to the surface. The migrating atoms are the same interstitials that carry self-diffusion, yet dissolution has a lower activation energy as long as their diffusion, and not a barrier at the surface, limits it. In that case the difference is set by the energy that the defect releases when it gives up an atom to the surface.

## Energies and the driving force

Measure energies from perfect crystal with the atom in question at a surface kink, where adding it costs nothing. A free interstitial costs $E_f$ and meets a migration barrier $E_m$. The activation energy of interstitial self-diffusion is

$$E_{SD}=E_f+E_m .$$

A defect holding $n$ atoms has energy $E(n)$. Its cost per stored atom, in the sense needed here, is the marginal cost

$$E_d=E(n)-E(n-1)\simeq \frac{dE}{dn}.$$

Temperature enters as the energy $kT$, with $\beta=1/kT$, so the equations keep their form in atomic units. Energies are taken as independent of temperature, and free interstitials as dilute.

To find the interstitial concentration that balances the defect, let $m$ atoms be free on $M$ sites and $n-m$ be stored. The statistical weight of this division is

$$W_m=\binom{M}{m}e^{-\beta[mE_f+E(n-m)]}.$$

Freeing one more atom adds $E_f$ and removes $E_d$, so

$$\frac{W_{m+1}}{W_m}=\frac{M-m}{m+1}\,e^{-\beta(E_f-E_d)} .$$

Provided the defect stores far more atoms than it has to free, the most probable $m$ is where this ratio falls to one. For $1\ll m\ll M$ that gives $m/M\simeq e^{-\beta(E_f-E_d)}$. Equilibrium with the surface, where a stored atom costs nothing, gives $e^{-\beta E_f}$ instead. Writing $C_d$ and $C^*$ for the two concentrations,

$$C_d=SC^*,\qquad S=e^{\beta E_d}.$$

The defect thus maintains a supersaturation $S$ around itself. The average cost $E(n)/n$ does not appear, because escape changes the defect by one atom. Average and marginal costs agree when $E$ is proportional to $n$, a reasonable first model for a long rod.

## From hops to an activation energy

Consider a chain of $N$ hops from defect to surface. Site $i$ has energy $E_i$ and occupation $p_i$, and the saddle between sites $i$ and $i+1$ has energy $E_i^\ddagger$. With attempt frequency $\nu$, the net flux across that saddle is

$$j=\nu e^{-\beta(E_i^\ddagger-E_i)}p_i-\nu e^{-\beta(E_i^\ddagger-E_{i+1})}p_{i+1}.$$

Define the activity $a_i=p_ie^{\beta E_i}$. Then

$$j=\nu e^{-\beta E_i^\ddagger}(a_i-a_{i+1}),\qquad
je^{\beta E_i^\ddagger}=\nu(a_i-a_{i+1}).$$

In steady flow $j$ is the same on every link. Summing the second form over all links cancels the intermediate activities. The defect end has occupation one and energy $E_d$, hence activity $S$; the surface has activity one. Therefore

$$j=\frac{\nu(S-1)}{\sum_i e^{\beta E_i^\ddagger}} .$$

The energies of the intermediate sites have disappeared. Traps delay the approach to steady flow, but they do not change the steady flux if the saddles keep their energies.

If every saddle has energy $E_{SD}$, the sum is $Ne^{\beta E_{SD}}$. For hop length $a$, depth $L=Na$ and one chain per area $a^2$, the flux per unit area is

$$J=\frac{\nu e^{-\beta E_{SD}}(S-1)}{Na^2}.$$

In the same lattice model $D_I=\nu a^2e^{-\beta E_m}$ and $C^*=e^{-\beta E_f}/a^3$, so $D_IC^*=\nu e^{-\beta E_{SD}}/a$ and

$$J=\frac{D_IC^*(S-1)}{L}.$$

Now hold the defect state fixed and vary the temperature. Apart from a constant,

$$\ln J=-\beta E_{SD}+\ln(e^{\beta E_d}-1).$$

The activation energy is minus the derivative with respect to $\beta$:

$$\boxed{E_a=E_{SD}-E_d\frac{S}{S-1}}$$

For $S\gg1$ this becomes

$$E_a\simeq E_{SD}-E_d=E_m+(E_f-E_d).$$

The last form is the migration barrier plus the binding energy of an atom to the defect. The defect raises the starting level by $E_d$ and leaves the saddles where they were, so the climb is shorter by $E_d$.

The opposite limit differs. Let $x=\beta E_d\ll1$. Since $S/(S-1)=1/(1-e^{-x})\simeq1/x+1/2$,

$$E_a\simeq E_{SD}-kT-\frac{E_d}{2}.$$

As $E_d$ tends to zero, $E_a$ tends to $E_{SD}-kT$, while the flux itself vanishes. The term $kT$ arises because the driving factor, $S-1\simeq E_d/kT$, weakens on heating.

## Rod-like defects: how large is the effect?

Take rough, round parameters in the regime of {311} defects in silicon: $E_f=4.0$ eV, $E_m=0.9$ eV, $E_d=0.80$ eV, depth 100 nm and $10^{14}$ stored atoms per cm². For the transport product use

$$D_IC^*=(5\times10^{22}\ \mathrm{cm^{-3}})(2000\ \mathrm{cm^2/s})\,e^{-4.9\,\mathrm{eV}/kT}.$$

This prefactor is about $2.5\times10^5$ times the lattice value $\nu/a$ for $\nu=10^{13}$ s⁻¹ and $a=0.25$ nm. The lattice model omits the entropies of formation and migration, which can raise the prefactor without changing $E_a$.

At 800 °C, $kT=0.0925$ eV, $S\simeq5700$ and $D_IC^*\simeq974$ cm⁻¹ s⁻¹. The flux is

$$J\simeq\frac{974\times5714}{10^{-5}}\simeq5.6\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}},$$

and the dissolution time is $10^{14}/J\simeq180$ s. With the same defects and depth, the model gives about 17,000 s at 700 °C, 1570 s at 750 °C and 25 s at 850 °C.

Solving the steady hopping equations numerically for 400 links of 0.25 nm, and fitting the logarithm of the flux from 700 to 850 °C, gives $E_a=4.10$ eV, or 0.151 hartree. This is $4.9-0.8$ eV; the correction for finite $S$ is negligible here.

Steady flow is a good approximation if the interstitials spread quickly. With $D_I=0.01\,e^{-0.9\,\mathrm{eV}/kT}$ cm²/s, the start-up time $L^2/D_I$ at 800 °C is about $1.7\times10^{-4}$ s.

Some atoms go into the wafer instead. For a half-space initially empty and held at $C_d$ on its face, diffusion gives an inward flux $C_d\sqrt{D_I/(\pi t)}$. Its time integral is $2C_d\sqrt{D_It/\pi}$. With $C_d\simeq9.4\times10^{12}$ cm⁻³ and $t=180$ s, this is 0.11% of the stored dose.

Unsaturated bulk traps that hold $K\gg1$ atoms per free interstitial multiply the storage capacity by about $K$ and divide the effective diffusivity by $K$. The loss then grows roughly as $\sqrt K$, reaching 10% at $K\simeq9000$ once the shortened life of the defects is allowed for. The trapped concentration next to the defects, $KC_d$, is then near $10^{17}$ cm⁻³, so the traps stay unsaturated only at densities of order $10^{18}$ cm⁻³ or more.

## Loops: two corrections matter

For a faulted loop of radius $R$, let $\gamma$ be the fault energy per area, $\tau$ the line energy per length and $\sigma$ the number of stored atoms per area. Then

$$E=\pi R^2\gamma+2\pi R\tau,\qquad n=\pi R^2\sigma.$$

Dividing $dE/dR=2\pi R\gamma+2\pi\tau$ by $dn/dR=2\pi R\sigma$ gives

$$E_d=\frac{\gamma}{\sigma}+\frac{\tau}{R\sigma},\qquad
\frac{E}{n}=\frac{\gamma}{\sigma}+\frac{2\tau}{R\sigma}.$$

The line contributes half as much to the marginal cost as to the average, because the perimeter grows more slowly than the area.

With rough values $\gamma=0.4$ eV/nm², $\tau=20$ eV/nm, $\sigma=16$ nm⁻² and $R=10$ nm, the loop holds 5027 atoms. Its marginal cost is $0.025+0.125=0.150$ eV and its average cost is 0.275 eV. At 1000 °C the marginal cost gives $S=3.92$, whereas the average would give 12.3.

The weights $W_m$ can also be summed explicitly for this loop. With 20,000 sites and $E_f$ lowered to 1.0 eV, so that several atoms are free, the mean free population is 3.93 times that for a store of zero energy. The marginal cost is therefore the relevant one.

Since $S$ is small, the simple difference is also inaccurate:

$$E_a=4.9-0.150\times\frac{3.92}{2.92}\simeq4.70\ \mathrm{eV},$$

compared with 4.75 eV from $E_{SD}-E_d$. As the loop shrinks to 5 nm its marginal cost rises to 0.275 eV, so one activation energy does not describe its whole life.

The line energy has been held constant. If it grows with radius by $d\tau/d\ln R=4$ eV/nm, a rough value, the marginal cost at 10 nm rises by $4/(10\times16)=0.025$ eV.

Vacancies arriving from the surface also consume stored atoms. Local balance between interstitials and vacancies gives a vacancy concentration $C_V^*/S$ at the defect, where $C_V^*$ is the equilibrium value. If vacancies and interstitials do not recombine on the way, the inward flux is $D_VC_V^*(1-1/S)/L$. If $D_VC_V^*=D_IC^*$, a trial assumption, its ratio to the interstitial flux is

$$\frac{1-1/S}{S-1}=\frac1S .$$

This is 0.017% for the rods at 800 °C but 25% for the loop at 1000 °C. Recombination on the way would change the two shares but not their sum. The total rate is then proportional to $e^{-\beta E_{SD}}(S-1/S)$, or $e^{-\beta E_{SD}}\,2\sinh(\beta E_d)$. Hence $E_a=E_{SD}-E_d\coth(\beta E_d)$, which is 4.73 eV for the loop. This form needs the two products to be equal at every temperature, that is, to share one activation energy. In general $E_a$ is the flux-weighted mean of the two channels. If the products are equal at 1000 °C but the vacancy product has an activation energy of 4.5 eV, the loop gives 4.65 eV, below the interstitial-only value.

## What the activation energy can and cannot diagnose

An atom leaving the defect without an extra attachment barrier crosses a saddle at $E_{SD}$ from a starting level $E_d$. Its emission rate therefore also has activation energy $E_{SD}-E_d$. The activation energy alone cannot show whether emission or the journey to the surface is slow. Depth dependence is more informative.

Suppose there are $\rho$ separate defects per unit area, each with capture radius $r$. Each emits $J/\rho$. Spherical diffusion around an isolated defect requires an additional concentration drop

$$\Delta C=\frac{J}{4\pi D_Ir\rho}=\frac{J\ell}{D_I},\qquad \ell=\frac1{4\pi r\rho}.$$

The length $\ell$ adds to $L$. For $r=6$ nm, it is 13 nm at a rod density of $10^{11}$ cm⁻², and 67 nm for $2.0\times10^{10}$ loops per cm². Both values are upper estimates, because the defects are not truly isolated. The flow is spherical only within a fraction of the mean spacing, which is 32 nm for the rods and 71 nm for the loops. Farther out it is planar and already counted in $L$. For spheres of this radius lying in one plane, $\ell$ falls to about 6 and 55 nm if they are placed at random, and to about 3 and 45 nm on a square array. The overestimate is relatively larger for the more closely spaced rods. If $r$ and $\rho$ are held fixed, this resistance changes the time but not $E_a$.

A surface barrier changes both. Raise the last saddle by $\Delta$. The sum over saddles becomes $e^{\beta E_{SD}}(N-1+e^{\beta\Delta})$, and differentiating its logarithm gives, for $S\gg1$,

$$E_a\simeq E_{SD}-E_d+\Delta\,\frac{e^{\beta\Delta}}{N-1+e^{\beta\Delta}} .$$

For $\Delta=0.5$ eV at 800 °C, the last hop resists like 56 nm of crystal. The rods dissolve 1.55 times more slowly and $E_a$ rises from 4.10 to 4.28 eV. If this barrier dominates, $E_a$ tends to $E_{SD}+\Delta-E_d$ and the time no longer depends on depth. The activation energy can then exceed $E_{SD}$; for the loop at 1000 °C this happens above $\Delta\simeq0.6$ eV.

## Using the result on real wafers

The chosen dose and depth are plausible for end-of-range damage, and {311} defects in silicon do dissolve within minutes near 800 °C. Their measured activation energy is roughly 3.7 eV, about 0.4 eV below the model value. At fixed $E_{SD}$, the formula would require $E_d\simeq1.2$ eV. That alone would raise $S$ at 800 °C by $e^{0.4/0.0925}$, about 76 times.

An entropy $s$ per stored atom changes $S$ to $e^{\beta E_d-s/k}$. A value near $4.3k$ would cancel the increase without changing $E_a$ when $S\gg1$. The value of $E_{SD}$ is itself rough: 4.5 eV with $E_d=0.8$ eV would close the gap equally well. Whether $E_{SD}$, entropy, ripening or another process explains the difference is not settled by this model.

Real defects also exchange atoms and ripen, which breaks the assumption of a fixed state. A change of 0.05 eV in $E_d$ alters the {311} rate at 800 °C by a factor of 1.7. Heavy doping can change $C^*$ through charged interstitials; that effect is not sized here.

For process work, compare anneals that start from the same defect population and have the same surface treatment. Subtract $E_d$ directly when $S\gg1$, and use the full formula for large loops. If vacancies carry a comparable transport product, weight the two channels by their fluxes, each with its own activation energy; the $\coth$ form holds only when the two products are equal at all temperatures. Measure dissolution at more than one depth before calling it transport-limited. At fixed temperature and defect population, a time that grows in proportion to depth supports transport control; a large intercept at zero depth points to resistance at the defects or the surface.

All numerical values are calculated from the stated model.
